# Grid convergence of the polar band-edge shift with and without phonon frequency, part 1

(Sections cited here and not found follow in the second part.)

Take one electron at a nondegenerate band minimum of mass $m$, coupled to a longitudinal optical (LO) phonon of frequency $\omega$ in a simple cubic crystal of lattice constant $a$, and sum the lowest-order Allen–Heine–Cardona shift over an $N\times N\times N$ grid of phonon wavevectors. Hartree atomic units are used. If $\omega$ is dropped from the energy denominators, the zero-temperature sum is

$$F_N(0)=-\frac{m\omega a\,Z(4)}{4\pi^3\varepsilon^*}\,N+\text{const}+O(1/N),\qquad Z(4)={\sum_{\mathbf n\in\mathbb Z^3}}'|\mathbf n|^{-4}=16.53 ,$$

with $1/\varepsilon^*=1/\varepsilon_\infty-1/\varepsilon_0$. It grows without limit, linearly in the number of divisions per axis, which is the cube root of the number of points. If $\omega$ is kept, the sum has a limit $F_\infty$, equal to $-\alpha\omega$ with $\alpha=\sqrt{m/2\omega}/\varepsilon^*$ when the band is parabolic, but it approaches that limit slowly:

$$F_N(-\omega)=F_\infty+\frac{\alpha_M}{2\varepsilon^*Na}+O(N^{-3}),\qquad \alpha_M=2.8373 .$$

At finite temperature the phonon-absorption term has a pole inside the zone, and its plain grid sum converges only with a broadening. For the model parameters below the limit is $-39.6$ meV, while the adiabatic sum gains $-1.16$ meV with every added division.

## The belief

The belief runs as follows. Phonon energies are tiny beside electronic bandwidths, so an electron sees a vibration as a static displacement, and $\omega$ may be struck from denominators such as $\varepsilon_{\mathbf k}-\varepsilon_{\mathbf k+\mathbf q}\pm\omega$. What remains is a Brillouin-zone integral, which a fine enough grid, helped if necessary by a small imaginary part $i\delta$, will converge.

It has four real supports, each confirmed below. In the example $\omega$ is $0.4\%$ of the bandwidth. The adiabatic sum equals the frozen-phonon result of the commensurate supercell taken to second order in the displacements. For a coupling that stays finite at $q\to0$ the adiabatic sum does converge. And on coarse grids the sums with and without $\omega$ differ by a few per cent. The fault is that the comparison which matters is between $\omega$ and $\varepsilon_{\mathbf q}$ at each $\mathbf q$, and at a band edge $\varepsilon_{\mathbf q}\to q^2/2m$ falls below $\omega$ exactly where the polar coupling is largest.

## Model and second-order shift

The grid $\mathbf q=2\pi\mathbf n/L$, $L=Na$, belongs to a periodic supercell of volume $L^3$. The band is $\varepsilon_{\mathbf q}=Q^2/2m$ with $Q^2=(4/a^2)\sum_i\sin^2(q_ia/2)$, which is zone-periodic and tends to $q^2$ at small $q$. The phonon is dispersionless, with Bose factor $n$, and the coupling is $H'=\sum_{\mathbf k\mathbf q}g_{\mathbf q}\,c^\dagger_{\mathbf k+\mathbf q}c_{\mathbf k}(b_{\mathbf q}+b^\dagger_{-\mathbf q})$ with real $g_{\mathbf q}=g_{-\mathbf q}$.

The long-wavelength size of $g$ follows from electrostatics. Replace the electron by a static charge with Fourier components $\rho_{\mathbf q}$. Completing the square,

$$\omega b^\dagger b+g(\rho^*b+\rho\, b^\dagger)=\omega\left(b^\dagger+\frac{g\rho^*}{\omega}\right)\left(b+\frac{g\rho}{\omega}\right)-\frac{g^2|\rho|^2}{\omega},$$

so relaxing mode $\mathbf q$ lowers the energy by $g^2|\rho|^2/\omega$. Relaxing the ions changes the screening from $\varepsilon_\infty$ to $\varepsilon_0$, and so changes the field energy of that component by $\tfrac12\frac{4\pi}{q^2L^3}(1/\varepsilon_0-1/\varepsilon_\infty)|\rho|^2=-\frac{2\pi}{\varepsilon^*q^2L^3}|\rho|^2$. Equating the two gives the Fröhlich vertex; the model extends it over the zone by $q^2\to Q^2$:

$$g_{\mathbf q}^2=\frac{2\pi\omega}{\varepsilon^*Q^2L^3}.$$

The term $\mathbf q=0$ is omitted (a prime on the sum), which amounts to a uniform background that keeps the supercell neutral.

Start from the electron at $\mathbf k=0$, energy zero, in an otherwise empty band. Emission of a phonon $-\mathbf q$ has squared matrix element $g^2(n+1)$, from $\langle n+1|b^\dagger|n\rangle=\sqrt{n+1}$, and leads to a state of energy $\varepsilon_{\mathbf q}+\omega$. Absorption of a phonon $\mathbf q$ has $g^2n$ and leads to $\varepsilon_{\mathbf q}-\omega$. The result is linear in the occupations, so the thermal average inserts the Bose factor:

$$\Delta E=(n+1)F(-\omega)+nF(\omega+i\eta),\qquad F_N(z)={\sum_{\mathbf q}}'\frac{g_{\mathbf q}^2}{z-\varepsilon_{\mathbf q}} .\tag{1}$$

The emission denominator $-\omega-\varepsilon_{\mathbf q}$ never vanishes. The absorption denominator does, and $\eta>0$ is the retarded prescription, for which $\operatorname{Im}\Delta E<0$ describes decay. Dropping $\omega$ gives the adiabatic shift $(2n+1)F(0)$. The same expression arises if $X_{\mathbf q}=b_{\mathbf q}+b^\dagger_{-\mathbf q}$ is treated as a static random amplitude: second order in the static potential gives $-\sum' g^2|X_{\mathbf q}|^2/\varepsilon_{\mathbf q}$, and $\langle X_{\mathbf q}X^\dagger_{\mathbf q}\rangle=\langle bb^\dagger\rangle+\langle b^\dagger b\rangle=2n+1$.

The program, printed with its output after this text, tests these pieces by diagonalization. The curvature of the lowest level of a $4^3$ supercell under frozen displacements gives $-2.069915\times10^{-4}$ Ha against $F_4(0)=-2.069917\times10^{-4}$ Ha. A $3^3$ supercell with quantum phonons at weak coupling gives $-1.61473\times10^{-4}$ Ha against $F_3(-\omega)=-1.61475\times10^{-4}$ Ha, distinct from $F_3(0)=-1.63644\times10^{-4}$ Ha. A two-level electron with one oscillator confirms the weights $n+1$ and $n$.

Equation (1) is the intraband Fan term only. Interband Fan terms have denominators bounded away from zero by a gap, so with a squared vertex $g^2$ no worse than $1/q^2$ their integrand is integrable in three dimensions. The Debye–Waller term of an optical mode, in the rigid-ion approximation, is a $\mathbf q$-independent matrix element times a finite mean-square amplitude. Neither can cancel a term that grows with $N$.

With $\boldsymbol\theta=\mathbf qa$, $\lambda=a^2Q^2=4\sum_i\sin^2(\theta_i/2)$ and $s=-2ma^2z$, one has $g^2=2\pi\omega/(\varepsilon^*a\lambda N^3)$ and $1/(z-\varepsilon)=-2ma^2/(\lambda+s)$, so

$$F_N(z)=-\frac{C}{N^3}{\sum}'\frac{1}{\lambda(\lambda+s)},\qquad C=\frac{4\pi m\omega a}{\varepsilon^*}.\tag{2}$$

The example takes round parameters: $a=8$ bohr, $m=0.2$, $\omega=0.002$ Ha, $\varepsilon_\infty=5$, $\varepsilon_0=10$. Then $1/\varepsilon^*=0.1$, $\alpha=0.1\sqrt{0.2/0.004}=0.7071$, $C=4\pi(0.2)(0.002)(8)(0.1)=4.0212\times10^{-3}$ Ha. The wavevector at which $q^2/2m=\omega$ is $\kappa=\sqrt{2m\omega}=0.028284$ bohr$^{-1}$, and $s(-\omega)=\kappa^2a^2=0.0512$. Since $\lambda$ runs from $0$ to $12$, the ratio of $\omega$ to the bandwidth is $0.0512/12=0.4\%$.

## The adiabatic sum

At $s=0$ every term of (2) has the same sign, and $|\sin x|\le|x|$ gives $\lambda\le\theta^2$. The six points nearest the origin (distinct for $N\ge3$) have $\theta=2\pi/N$, so $|F_N(0)|\ge 6CN^{-3}(N/2\pi)^4=6CN/16\pi^4$. This bound already proves divergence: the weight of a point falls as $N^{-3}$, and the summand at the innermost points rises as $N^4$, two powers from the vertex and two from the denominator.

For the exact coefficients write $\lambda^{-2}=\theta^{-4}+\rho(\boldsymbol\theta)$ inside the zone. Because $\lambda=\theta^2-\sum_i\theta_i^4/12+\dots$, the remainder is $\rho=O(\theta^{-2})$, and $\rho\ge0$. Extend the $\theta^{-4}$ sum to all of $\mathbb Z^3$ and subtract the part outside the zone:

$$\frac1{N^3}{\sum}'\lambda^{-2}=\frac{N}{16\pi^4}Z(4)+\frac1{N^3}{\sum_{\rm in}}'\rho-\frac1{N^3}\sum_{\rm out}\theta^{-4}.$$

The last two are Riemann sums of integrable functions, with $N^{-3}\sum\to\int d^3\theta/(2\pi)^3$. Their leading error comes from the $\theta^{-2}$ singularity, whose integral over a region of the size $2\pi/N$ of the grid spacing is $O(1/N)$. Their limit is a constant $c_0$. Insert $x^{-2}=\int_0^\infty t\,e^{-xt}dt$ for $x=\lambda$ and $x=\theta^2$; both integrands have a fixed sign, so the integrations may be exchanged. The zone average factorizes over the axes, $\langle e^{-\lambda t}\rangle=\left[\int\frac{d\theta}{2\pi}e^{-2t(1-\cos\theta)}\right]^3=[e^{-2t}I_0(2t)]^3\equiv B(t)$, and the Gaussian, integrated inside and outside together, gives $(4\pi t)^{-3/2}$. Hence

$$F_N(0)=-C\left[\frac{Z(4)}{16\pi^4}N+c_0+O(1/N)\right],\qquad c_0=\int_0^\infty t\left[B(t)-(4\pi t)^{-3/2}\right]dt .\tag{3}$$

The slope $CZ(4)/16\pi^4$ equals $m\omega aZ(4)/4\pi^3\varepsilon^*$, so the divergent term is proportional to $L$. On a grid shifted by half a spacing in each direction the same steps hold with $\mathbf n\in\mathbb Z^3+(\tfrac12,\tfrac12,\tfrac12)$: $Z(4)$ becomes $Z_s(4)$ and $c_0$ is unchanged.

The lattice sums are evaluated, and continued to $p=2$ where they will be needed, by summing $\pi^{-p/2}\Gamma(p/2)|\mathbf n|^{-p}=\int_0^\infty\tau^{p/2-1}e^{-\pi n^2\tau}d\tau$ over $\mathbf n\ne0$. This gives $\int\tau^{p/2-1}(\vartheta^3-1)d\tau$ with $\vartheta(\tau)=\sum_ne^{-\pi n^2\tau}$. Poisson summation of a Gaussian gives $\vartheta(\tau)=\tau^{-1/2}\vartheta(1/\tau)$. On $0<\tau<1$ write $\vartheta^3-1=\tau^{-3/2}[\vartheta^3(1/\tau)-1]+\tau^{-3/2}-1$; the last two terms integrate to $2/(p-3)-2/p$, and $\tau\to1/\tau$ maps the first onto $(1,\infty)$ with weight $\tau^{(1-p)/2}$:

$$\pi^{-p/2}\Gamma(p/2)Z(p)=\frac{2}{p-3}-\frac2p+\int_1^\infty\left(\tau^{p/2-1}+\tau^{(1-p)/2}\right)(\vartheta^3-1)\,d\tau .\tag{4}$$

The right side defines $Z(p)$ also for $p<3$. For the shifted grid, $\vartheta_2=\sum_ne^{-\pi(n+1/2)^2\tau}$ maps onto $\vartheta_4=\sum_n(-1)^ne^{-\pi n^2\tau}$, no point is omitted, and the right side is $2/(p-3)+\int_1^\infty[\tau^{p/2-1}\vartheta_2^3+\tau^{(1-p)/2}(\vartheta_4^3-1)]d\tau$. The values are $Z(4)=16.5323$, $Z(2)=-8.9136$, $Z_s(4)=23.7143$, $Z_s(2)=-5.4901$, and $c_0=0.012164$.

The predicted slope is $-4.021239\times10^{-3}\times16.532316/16\pi^4=-4.26554\times10^{-5}$ Ha, or $-1.16$ meV, per division; the grid sums between $N=128$ and $256$ give $-4.26573\times10^{-5}$ Ha. At $N=256$, (3) gives $256(-4.26554\times10^{-5})-4.89\times10^{-5}=-1.09687\times10^{-2}$ Ha, and the direct sum is $-1.09685\times10^{-2}$ Ha. The shifted grid never touches $\mathbf q=0$ and diverges faster, with predicted slope $-6.11858\times10^{-5}$ Ha and measured $-6.11888\times10^{-5}$ Ha. Two grid families that tend to different straight lines are not approximating one integral. The program tests the slope and, after removing the $1/N$ term by extrapolation, the constant $c_0$ on both grids. At $300$ K the factor $2n+1=1.27745$ raises the slope to $-5.449\times10^{-5}$ Ha.

## The parabolic continuum

For a parabolic band and $L\to\infty$, $\sum_{\mathbf q}\to L^3\int q^2dq/2\pi^2$, and $q^2$ cancels the vertex. With $\beta^2=-2mz$, $\operatorname{Re}\beta>0$, and $\int_0^\infty dq/(q^2+\beta^2)=\pi/2\beta$,

$$F(z)=\frac{\omega}{\pi\varepsilon^*}\int_0^\infty\frac{-2m\,dq}{q^2+\beta^2}=-\frac{m\omega}{\varepsilon^*\beta}=-\alpha\omega\sqrt{\frac{\omega}{-z}},\tag{5}$$

because $\beta=\kappa\sqrt{-z/\omega}$ and $m\omega/\varepsilon^*\kappa=\sqrt{m\omega/2}/\varepsilon^*=\alpha\omega$. The function has a $z^{-1/2}$ singularity at $z=0$, and the adiabatic approximation evaluates it there. At the physical argument, $F(-\omega)=-\alpha\omega=-1.4142\times10^{-3}$ Ha, or $-38.5$ meV.

The integrand $1/(q^2+\kappa^2)$ collects half of its integral from $q<\kappa$, since $\arctan1=\pi/4$. There the electron's recoil energy is below $\omega$, the lattice responds faster than the intermediate electron state evolves, and the summand tends to $-2\pi/\varepsilon^*q^2L^3$, the relaxation energy of a static charge. The order of fast and slow is the reverse of what the belief assumes. The limits also fail to commute: at fixed $N$, $F_N(-\omega)/F_N(0)\to1$ as $\omega\to0$, while at fixed $\omega$ the ratio tends to zero as $N\to\infty$.

Without $\omega$ in the denominators, the grid sum for the polar band-edge shift grows linearly with $N$; with $\omega$ kept, the parabolic continuum gives the finite value $-\alpha\omega$. It remains to find how the grid sum with $\omega$ approaches its limit, and what a broadening or a finite temperature changes.

Numerical values quoted here were computed with a short program.
